# Boltzmann–Matano inversion and the uniqueness of the Matano plane

Anneal a copper–nickel couple for 100 h, measure its composition profile, and try to extract the interdiffusivity. A constant-$D$ fit gives one number where a function of composition is wanted. The inversion that yields the function needs an origin for $x$. In the example below, an origin misplaced by $10\ \mathrm{\mu m}$ towards the nickel returns, at 99 % copper, a diffusivity of the wrong sign and 1.3 times the true magnitude. The theorem supplies both the function and the origin.

## Setting

Let $c_1,c_2$ be the amounts of the two species per volume, and $J_1,J_2$ their fluxes in a frame where the far ends rest. At constant molar volume $V$, $c_1+c_2=1/V$ is constant. Adding the balances $\partial_t c_i=-\partial_x J_i$ gives $\partial_x(J_1+J_2)=0$. The sum is therefore uniform, and it vanishes at the resting ends, so $J_2=-J_1$. One coefficient $D$, defined by $J_1=-D\,\partial_x c_1$, then serves both species, because $\partial_x c_2=-\partial_x c_1$.

This $D$ is not an intrinsic diffusivity. If the lattice drifts at velocity $v$ and $J_i=-D_i\partial_xc_i+c_iv$, then $J_1+J_2=0$ requires $v=V(D_1-D_2)\partial_xc_1$. With mole fractions $X_i=Vc_i$,

$$J_1=-[D_1-X_1(D_1-D_2)]\,\partial_xc_1=-(X_2D_1+X_1D_2)\,\partial_xc_1 .$$

The profile alone gives the bracket, not its two parts.

Write $c$ for $c_1$. The assumptions are:

1. Diffusion is one-dimensional, in one pore-free phase of constant molar volume and at fixed temperature:
$$\partial_t c=\partial_x\big(D(c)\,\partial_x c\big),\qquad 0<D_{\min}\le D\le D_{\max},\quad D\text{ smooth}.\tag{1}$$
2. The couple is effectively infinite. At $t=0$, $c=S(x-x_0)$, where $S(y)=c_L$ for $y<0$ and $S(y)=c_R$ for $y>0$. Take $c_L>c_R$ and $\Delta c=c_L-c_R$.
3. A smooth solution exists for $t>0$. Its excess $u=c-S(x-x_0)$, the product $xu$ and $\partial_xc$ vanish as $|x|\to\infty$, and $\int(1+|x-x_0|)\,|u|\,dx$ is finite and tends to zero as $t\to0$.

**Theorem.** For $c_R<c^*<c_L$,

$$D(c^*)=-\frac{1}{2t}\left.\frac{dx}{dc}\right|_{c^*}\int_{c_R}^{c^*}(x-x_M)\,dc,\tag{2}$$

where the Matano plane $x_M$ is the unique root of

$$\int_{c_R}^{c_L}(x-x_M)\,dc=0,\tag{3}$$

and $x_M=x_0$, the initial contact plane.

## Lemma 1: the profile depends on one variable

*The solution is unique, and $c(x,t)=C(\lambda)$ with $\lambda=(x-x_0)/\sqrt t$.*

*Proof.* Let $c$ and $\tilde c$ be two solutions, and set $w(x,t)=\int_{-\infty}^x(c-\tilde c)\,dx'$. The integral of $c-\tilde c$ over all $x$ is constant in time, because the end fluxes vanish, and it starts from zero. Hence $w\to0$ at both ends. Let $K'(c)=D(c)$, so that $D\,\partial_xc=\partial_xK$. Integrating (1) from $-\infty$ gives $\partial_tw=\partial_x[K(c)-K(\tilde c)]$. Multiply by $w$ and integrate by parts:

$$\frac12\frac{d}{dt}\int w^2dx=-\int(c-\tilde c)\,[K(c)-K(\tilde c)]\,dx\le0,$$

since $K$ increases. Initially $\int w^2dx\to0$: it is at most $\sup|w|\int|w|\,dx$, and assumption 3 sends both factors to zero. So $w=0$ and $c=\tilde c$.

Now put $c_a(x,t)=c(x_0+a(x-x_0),a^2t)$ with $a>0$. Both sides of (1) acquire the factor $a^2$, and the initial step is unchanged. Thus $c_a$ is also a solution, and uniqueness gives $c_a=c$. Choosing $a=\sqrt{t_1/t}$ with a fixed time $t_1$ shows that $c$ depends on $(x-x_0)/\sqrt t$ alone. ∎

With a prime for $d/d\lambda$, $\partial_tc=-\lambda C'/(2t)$ and $\partial_x(D\partial_xc)=(DC')'/t$. Equation (1) becomes

$$-\tfrac12\lambda C'=(DC')'.\tag{4}$$

## Lemma 2: the profile is monotone with Gaussian-bounded tails

*Proof.* Set $q=DC'$. Equation (4) reads $q'=-\lambda q/(2D)$, so

$$q(\lambda)=q(0)\exp\!\left[-\int_0^\lambda\frac{s\,ds}{2D(C(s))}\right].$$

The integral is at least $\lambda^2/(4D_{\max})$ for either sign of $\lambda$. Hence $|q|\le|q(0)|e^{-\lambda^2/(4D_{\max})}$. If $q(0)$ were zero, $C$ would be constant, contrary to $c_L\ne c_R$. So $q$ keeps one sign, which is negative because $C$ falls from $c_L$ to $c_R$. ∎

The inverse function $x(c)$ therefore exists, and the integrals in (2) and (3) converge although $|x|\to\infty$ at their ends. The flux magnitude $|q|/\sqrt t$ is greatest at $\lambda=0$, the contact plane, whatever the form of $D(c)$.

## Lemma 3: conservation fixes the plane

*Proof.* For a trial plane $s$, define the excess over a step placed at $s$:

$$E(s,t)=\int_{-\infty}^{\infty}[c(x,t)-S(x-s)]\,dx .$$

Split the integral at $s$ and integrate each part by parts, with $x-s$ as the antiderivative of 1. The boundary terms vanish at $s$, where $x-s=0$, and at infinity. What remains is

$$E=-\int_{-\infty}^{\infty}(x-s)\,\partial_xc\,dx=\int_{c_R}^{c_L}(x-s)\,dc=\Delta c\,(\bar x-s),\qquad \bar x=\frac1{\Delta c}\int_{c_R}^{c_L}x\,dc .$$

This is linear in $s$ with slope $-\Delta c\neq0$, so (3) has one root, $x_M=\bar x$.

Conservation locates it. By (1), $dE/dt=[D\,\partial_xc]_{-\infty}^{\infty}=0$. As $t\to0$, $E$ becomes the area between two steps, at $x_0$ and at $s$. For $s>x_0$ they differ between the planes, where the first equals $c_R$ and the second $c_L$, so the area is $-\Delta c\,(s-x_0)$. For $s<x_0$ the same expression results. Therefore $\Delta c\,(\bar x-s)=\Delta c\,(x_0-s)$, and $\bar x=x_0$. ∎

The second half of the proof uses vanishing end fluxes but not similarity. A temperature ramp, which makes $D$ depend on time as well, leaves the plane in place, although (2) as written no longer applies.

Conservation is essential. Consider $\partial_tc=D(c)\,\partial_x^2c$, which also has similarity solutions but does not conserve the amount of the species, $\int u\,dx$. For it,

$$\frac{d}{dt}\int u\,dx=\int D\,\partial_x^2c\,dx=-\int \frac{dD}{dc}(\partial_xc)^2dx,$$

which is negative when $D$ increases with $c$. The excess falls, and the root of (3) moves towards the $c_L$ side. With the example's $D(c)$ and the contact plane at laboratory coordinate $150\ \mathrm{\mu m}$, the root ends at $76\ \mathrm{\mu m}$.

## Proof of the theorem

Integrate (4) from $\lambda^*$, where $C=c^*$, to $\infty$, where $q=0$:

$$-\frac12\int_{\lambda^*}^{\infty}\lambda C'\,d\lambda=-q(\lambda^*).$$

Since $C'd\lambda=dc$, and $c$ runs from $c^*$ down to $c_R$,

$$q(\lambda^*)=\frac12\int_{c^*}^{c_R}\lambda\,dc=-\frac12\int_{c_R}^{c^*}\lambda\,dc .$$

Divide by $C'=dc/d\lambda$ to obtain $D(c^*)=-\frac12(d\lambda/dc)\int_{c_R}^{c^*}\lambda\,dc$. Each of the two factors containing $\lambda=(x-x_0)/\sqrt t$ supplies $1/\sqrt t$, which gives (2) with $x_0$ as origin. Lemma 3 replaces $x_0$ by $x_M$, which the profile itself determines. ∎

The minus sign compensates $dx/dc<0$. The integral

$$I(c^*)=\int_{c_R}^{c^*}(x-x_M)\,dc$$

is positive, because $q<0$.

**Constant-$D$ limit.** Here $C=c_R+\tfrac12\Delta c\,\mathrm{erfc}(\lambda/2\sqrt D)$ and $C'=-\Delta c\,e^{-\lambda^2/4D}/(2\sqrt{\pi D})$. Because $\int_{\lambda^*}^\infty\lambda e^{-\lambda^2/4D}d\lambda=2D\,e^{-\lambda^{*2}/4D}$, we have $\int_{c_R}^{c^*}\lambda\,dc=-2D\,C'(\lambda^*)$. The formula returns $-\tfrac12(1/C')(-2DC')=D$ at every composition.

## Remark 1: equal areas

Setting $s=x_0$ makes $E=0$: the gain beyond the plane equals the loss before it,

$$G=\int_{x_0}^{\infty}(c-c_R)\,dx=\int_{-\infty}^{x_0}(c_L-c)\,dx .$$

Also $dG/dt=J(x_0,t)=-q(0)/\sqrt t$. Integration from $t=0$ gives $G=-2q(0)\sqrt t=2t\,J(x_0,t)$.

## Remark 2: what a misplaced plane does

Use $x_M+\delta$ in (2). The integral becomes $I-\delta(c^*-c_R)$, so

$$\frac{D_\delta(c^*)}{D(c^*)}=1-\frac{\delta\,(c^*-c_R)}{I(c^*)}.\tag{5}$$

As $c^*\to c_L$, $I\to0$ by (3) while the numerator tends to $\delta\Delta c$, so the apparent diffusivity diverges. As $c^*\to c_R$, $I/(c^*-c_R)$ is the mean of $x-x_M$ over the tail. It grows without bound, and the ratio tends to 1, but in a Gaussian tail the growth is only like $\sqrt{\ln[\Delta c/(c^*-c_R)]}$. For a $10\ \mathrm{\mu m}$ shift in the example below, an error of several percent remains throughout any measurable tail.

If the integral is started from $c_L$ instead, it is $-\int_{c^*}^{c_L}(x-x_M-\delta)\,dc=I+\delta(c_L-c^*)$, and the divergence moves to the $c_R$ end. Finite $D$ at both ends, with the integral started from either side, thus again requires $\delta=0$.

## Remark 3: unequal molar volumes

Constant molar volume is sufficient but not necessary. Let the partial molar volumes $\bar V_1,\bar V_2$ be constant and possibly different. Then $\bar V_1c_1+\bar V_2c_2=1$, and the argument of the Setting gives $\bar V_1J_1+\bar V_2J_2=0$. Equation (1) holds for $c_1$, and $c_2$ is a linear function of $c_1$ with the same plane. One must use concentrations, not mole fractions.

If $V$ is a curved function of mole fraction, the couple generally changes length. Take pure ends, hold the species-1 end at rest, and let the other end move out by $g$. Species 1 has zero concentration at the moving end, so conserving its amount leaves its plane at the contact plane. Species 2 has a fixed concentration at the moving end, so conserving its amount shifts its plane by $g$. The two planes separate by the growth of the couple, so no single Matano plane exists unless $g=0$.

## Remark 4: a growing layer

Suppose the profile jumps from $c_-$ to $c_+$ at a phase boundary $x_i=x_0+\lambda_i\sqrt t$, with fixed boundary compositions, a similarity solution, and the same constant partial molar volumes in both phases. Real compound layers often meet this last condition only roughly. Balance at the boundary reads $(c_--c_+)\,\dot x_i=J_--J_+$. With $\dot x_i=\lambda_i/(2\sqrt t)$ and $J=-q/\sqrt t$,

$$q_-=q_+-\tfrac12\lambda_i(c_--c_+).$$

That is the contribution to $-\frac12\int\lambda\,dc$ from a vertical segment at $\lambda_i$. Formula (2) therefore holds inside each phase if the integral includes the jumps. Inside the gap itself no $D$ is defined.

## Example: copper–nickel, 100 h near 1273 K

Let $c$ be the copper mole fraction $X$, with pure copper on the left. The constant factor $1/V$ cancels in (2). The model is

$$D(X)=D_{\rm Ni}\,(D_{\rm Cu}/D_{\rm Ni})^{X},\quad D_{\rm Ni}=0.002\ \mathrm{\mu m^2/s},\quad D_{\rm Cu}=0.05\ \mathrm{\mu m^2/s},$$

and $2t=7.2\times10^5$ s. The computed profile, with $x$ measured from its Matano plane, gives:

| $X$ | $x$ (µm) | $dX/dx$ (µm⁻¹) | $I$ (µm) |
|---|---|---|---|
| 0.2 | 78.7 | −0.007098 | 19.46 |
| 0.5 | 31.9 | −0.005066 | 36.48 |
| 0.8 | −65.6 | −0.001795 | 33.94 |

At $X=0.5$,

$$D=\frac{36.48}{7.2\times10^5\times0.005066}=0.0100\ \mathrm{\mu m^2/s}=1.00\times10^{-10}\ \mathrm{cm^2/s}.$$

The same arithmetic gives 0.00381 and 0.0263 µm²/s at $X=0.2$ and $0.8$. All three agree with the model.

The mean composition lies 32 µm inside the nickel, so it does not mark the contact plane. Between $X=0.2$ and $0.8$ the slope falls by a factor of 4.0: $D$ rises by 6.9, while the flux, proportional to $I$, rises by 1.7. The areas of Remark 1 are both 38.8 µm, as is $2tJ$ with $J$ divided by the total concentration.

A separate solution of (1), started from the step with no similarity assumed, tests the inversion. Formula (2) recovered the input $D$ within 0.2 % for $0.1\le X\le0.9$. Its profiles at $t/4$ and $t$ matched the similarity profile within $5\times10^{-4}$ in $X$.

For a plane misplaced by $\delta=10\ \mathrm{\mu m}$ towards nickel, (5) gives $1-10(0.5)/36.48=0.86$ at $X=0.5$. The computed ratio is 0.62 at $X=0.9$, −1.3 at 0.99 and −16 at 0.999. A negative or runaway $D$ at one end can thus signal a wrong plane, though a correct plane fixed by other means gives the same symptom if the tail where the integral starts has been cut short. If the plane is taken from (3) on the cut profile itself, $I$ cannot be negative, and $D$ instead falls towards zero at the cut.

**The real couple.** The two end values of $D$ are rough figures for this temperature, and the exponential law between them is a modelling choice. Real couples break the constant-volume assumption: rough molar volumes are 6.6 cm³/mol for nickel and 7.1 cm³/mol for copper. To size this, let $V$ be linear in $X$ and use a mole-fixed coordinate $n$, with $dx=V\,dn$. The copper flux relative to the mean molar motion is $J_1-X(J_1+J_2)=J_1V/\bar V_2$. Since $\partial_xc_1=(\bar V_2/V^2)\,\partial_xX$, this equals $-(D/V)\,\partial_xX$, so

$$\partial_tX=\partial_n\big[(D/V^2)\,\partial_nX\big].$$

Let $DV_{\rm Ni}^2/V^2$ follow the model law. Treating mole fraction as concentration then puts the plane 4.0 µm too far towards copper. The error in $D$, relative to its true value, is +2.5 %, +1.0 % and −0.4 % at $X=0.2$, 0.5 and 0.8. An assumed curvature term $0.1\,X(1-X)$ cm³/mol separates the two species' planes by 0.8 µm.

Other effects, each taken alone for this couple, are as follows.

- **Temperature:** an assumed 5 K rise, with a rough activation energy of 2.4 eV, changes $D$ by 9 %.
- **Thermal contraction:** measuring after cooling by 980 K, with a rough expansion coefficient of $1.8\times10^{-5}$ K⁻¹, lowers $D$ by 3.5 %, because $D$ scales as length squared.
- **Pores:** an assumed pore layer equivalent to 5 µm at $X=0.8$ moves the plane, as measured from the nickel end, by $5(1-0.8)=1.0$ µm towards copper and raises $D$ at $X=0.5$ by 1.4 %.
- **Timing:** an error of 10 min amounts to 0.2 %.
- **Probe blur:** a standard deviation of 1 µm changes $D$ at $X=0.2$ by less than 0.1 %.
- **Finite thickness:** with halves 1 mm thick, the infinite-couple profile has $1-X\approx2\times10^{-8}$ at the outer copper face, so the copper half is effectively infinite.

In this list, with the sizes assumed, the temperature error has the largest effect. A plane misplaced by $10\ \mathrm{\mu m}$ towards nickel does more for $X\ge0.1$: 14 % at $X=0.5$ and far more near the copper end. The numerical output lists the values used.

## Computed values

```
Temperature: 1273 K; anneal: 100 h = 3.6e+05 s
Model D at Ni end: 0.002 um^2/s; at Cu end: 0.05 um^2/s
Time-dependent run: cell width 2.0 um, cells 1200
Contact plane, laboratory coordinate: 150.00 um
Matano plane from that run: 150.00 um
Plane in non-conserving control: 76.37 um
Largest error of recovered D, X = 0.1 to 0.9: 0.17 %
Largest collapse mismatch in X at t/4: 4.7e-04; at t: 1.2e-04
Flux peak, nearest cell face: 150.0 um
Similarity profile, plane minus contact plane: -0.0002 um
Equal areas: gain 38.76 um, loss 38.76 um
2 t J at contact plane (J per total concentration): 38.76 um
Inversion, x measured from the Matano plane:
 X=0.2: x=78.67 um, dX/dx=-7.0983e-03 1/um, integral=19.459 um, D=3.8075e-03 um^2/s
  model D there: 3.8073e-03 um^2/s
 X=0.5: x=31.91 um, dX/dx=-5.0660e-03 1/um, integral=36.475 um, D=1.0000e-02 um^2/s
  model D there: 1.0000e-02 um^2/s
 X=0.8: x=-65.58 um, dX/dx=-1.7945e-03 1/um, integral=33.935 um, D=2.6265e-02 um^2/s
  model D there: 2.6265e-02 um^2/s
Main result, D at X=0.5: 1.000e-10 cm^2/s
Plane misplaced by 10 um towards Ni, D found / model D:
 X=0.100: 0.908
 X=0.500: 0.863
 X=0.900: 0.624
 X=0.990: -1.288
 X=0.999: -16.235
Molar volumes (rough): Ni 6.6 cm^3/mol, Cu 7.1 cm^3/mol
Linear V, Cu plane -0.0003 um, Ni plane -0.0003 um
Curved V (assumed bow 0.1 cm^3/mol): Cu plane -0.000 um, Ni plane 0.803 um
Linear V but mole fraction used: plane -4.01 um
 resulting error of D at X=0.2: 2.46 %
 resulting error of D at X=0.5: 0.96 %
 resulting error of D at X=0.8: -0.39 %
Contraction (rough 1.8e-05 1/K, 980 K): D error -3.50 %
Pore layer (assumed 5 um at X=0.8): plane -1.00 um, D error at X=0.5 1.37 %
Probe blur (assumed 1 um): D error at X=0.2 0.076 %
Half thickness (assumed) 1000 um: 1-X at outer Cu face 2.3e-08
Temperature error (assumed 5 K, rough 2.4 eV): D change 8.94 %
Timing error (assumed 10 min): D error 0.17 %
```
